# Aluminium's bulk plasmon as a thermometer: dilution by thermal expansion: verification in Python

```python
"""Aluminium plasmon thermometry.

Result under test: for freely expanding metal with conserved electrons,
    dE/dT = -(3/2) * alpha * E,
where E is the long-wavelength plasmon energy and alpha the linear thermal
expansion coefficient. In atomic units E = sqrt(4*pi*n), n = electron density.
The independent road is the zero of the Lindhard dielectric function, found by
integration over occupied electron states. Further tests cover electron
heating, dispersion, core polarization, damping, clamping and counting noise.
Material parameters are rough typical values; line readings are chosen.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit, minimize_scalar

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10  # angstrom
KB_EV = const.k / const.e

# Inputs
lattice = 4.05              # angstrom, fcc cube edge
alpha0 = 23e-6              # 1/K at the reference temperature
alpha1 = 1.2e-8             # 1/K^2, growth of alpha
T_ref = 300.0               # K
E_cold, E_hot = 15.000, 14.950  # eV, example readings
width = 0.5                 # eV, full width of loss peak
counts = 1.0e6              # counts in one peak
core_polarizability = 0.04  # angstrom^3 per ion
poisson_ratio = 0.35
young = 70.0                # GPa
alpha_substrate = 3e-6      # 1/K
debye_temperature = 400.0   # K
atomic_mass = 26.98         # atomic mass units


def density(edge):
    """Electrons per cubic bohr: 4 atoms per cell, 3 electrons per atom."""
    return 12.0 / (edge / BOHR) ** 3


def plasmon(n, q, kT=0.0, background=1.0, nodes=200):
    """Zero of the Lindhard dielectric function, hartree."""
    kF = (3 * np.pi**2 * n) ** (1 / 3)
    x, w = np.polynomial.legendre.leggauss(nodes)
    if kT == 0:
        kz = kF * x
        occupied = w * kF * np.pi * (kF**2 - kz**2) / (4 * np.pi**3)
    else:
        kmax = np.sqrt(kF**2 + 80 * kT)
        kz = kmax * x

        def occupation(mu):
            area = 2 * np.pi * kT * np.logaddexp(0, (mu - kz**2 / 2) / kT)
            return w * kmax * area / (4 * np.pi**3)

        mu = brentq(lambda m: occupation(m).sum() - n,
                    0.3 * kF**2, 0.7 * kF**2, xtol=1e-15)
        occupied = occupation(mu)
    gap = kz * q + q**2 / 2

    def epsilon(omega):
        response = np.sum(occupied * 2 * gap / (omega**2 - gap**2))
        return background - 4 * np.pi / q**2 * response

    guess = np.sqrt(4 * np.pi * n)
    return brentq(epsilon, 0.8 * guess, 1.3 * guess, xtol=1e-14, rtol=1e-14)


def long_wave(n, **options):
    """Extrapolation to q = 0, hartree."""
    return (4 * plasmon(n, 0.02, **options)
            - plasmon(n, 0.04, **options)) / 3


# Plasmon energy and its temperature rate
n0 = density(lattice)
E_free = np.sqrt(4 * np.pi * n0) * HARTREE
E_lindhard = long_wave(n0) * HARTREE
assert abs(E_lindhard / E_free - 1) < 1e-5
mesh_shift = abs(long_wave(n0, nodes=20) - long_wave(n0)) * HARTREE
assert mesh_shift < 1e-7
step = 10.0
n_up = density(lattice * np.exp(alpha0 * step))
n_down = density(lattice * np.exp(-alpha0 * step))
rate_numeric = (long_wave(n_up) - long_wave(n_down)) * HARTREE / (2 * step)
rate_free = -1.5 * alpha0 * E_free
assert abs(rate_numeric / rate_free - 1) < 1e-4
rate = -1.5 * alpha0 * E_cold
assert abs(rate * 1e3 + 0.5) < 0.05

# Dispersion and direct heating of electrons at fixed density
q_example = 0.1  # 1/angstrom
q_au = q_example * BOHR
kF = (3 * np.pi**2 * n0) ** (1 / 3)
fermi = kF**2 / 2
dispersion = 0.3 * kF**2 * q_au**2 / (E_free / HARTREE) * HARTREE
dispersion_num = (plasmon(n0, q_au) - long_wave(n0)) * HARTREE
assert abs(dispersion_num / dispersion - 1) < 0.02
drift_q = ((plasmon(n_up, q_au) - long_wave(n_up))
           - (plasmon(n_down, q_au) - long_wave(n_down)))
drift_q *= HARTREE / (2 * step)
assert abs(drift_q / (-0.5 * alpha0 * dispersion) - 1) < 0.05
kT_test = 0.05 * fermi
heated_zero = long_wave(n0, kT=kT_test, nodes=400)
heated_q = plasmon(n0, q_au, kT=kT_test, nodes=400)
assert abs(heated_zero * HARTREE / E_lindhard - 1) < 1e-5
heated_gain = (heated_q - heated_zero) * HARTREE / dispersion_num - 1
gain_formula = 5 * np.pi**2 / 12 * 0.05**2
assert abs(heated_gain / gain_formula - 1) < 0.06
reduced_T = KB_EV * T_ref / (fermi * HARTREE)
heating_rate = dispersion * 5 * np.pi**2 / 6 * reduced_T**2 / T_ref

# Temperature from the example readings
log_ratio = np.log(E_hot / E_cold)
rise_linear = (E_hot - E_cold) / rate
rise_log = -2 * log_ratio / (3 * alpha0)
strain_needed = -2 * log_ratio / 3
rise_full = (np.sqrt(alpha0**2 + 2 * alpha1 * strain_needed) - alpha0) / alpha1
strain = quad(lambda t: alpha0 + alpha1 * t, 0, rise_full)[0]
n_hot = density(lattice * np.exp(strain))
assert abs(long_wave(n_hot) / long_wave(n0) - E_hot / E_cold) < 1e-7


# Counting noise: simulated hot and cold spectra
def loss(energy, centre, gamma):
    """Drude energy-loss function."""
    top = centre**2 * energy * gamma
    return top / ((energy**2 - centre**2) ** 2 + (energy * gamma) ** 2)


bin_width = 0.05
energies = np.arange(12.0, 18.0, bin_width)
norm = quad(loss, 0, 60, args=(E_cold, width), points=[E_cold], limit=200)[0]


def spectrum(energy, centre, gamma, height):
    return height * counts * bin_width * loss(energy, centre, gamma) / norm


rng = np.random.default_rng(7)
pairs = 400
centres = np.empty((pairs, 2))
for column, line in enumerate((E_cold, E_hot)):
    expected = spectrum(energies, line, width, 1.0)
    for i in range(pairs):
        fit, _ = curve_fit(spectrum, energies, rng.poisson(expected),
                           p0=(14.98, 0.52, 1.0), sigma=np.sqrt(expected))
        centres[i, column] = fit[0]
rises = -2 * np.log(centres[:, 1] / centres[:, 0]) / (3 * alpha0)
sigma_line = width / np.sqrt(2 * counts)
sigma_T = np.sqrt(2) * sigma_line / abs(rate)
assert abs(rises.std(ddof=1) / sigma_T - 1) < 0.12  # finite sample scatter
assert abs(rises.mean() - rise_log) < 4 * sigma_T / np.sqrt(pairs)

# Damping displaces the maximum of the loss peak
peak = minimize_scalar(lambda e: -loss(e, E_cold, width),
                       bounds=(14.8, 15.2), method="bounded",
                       options={"xatol": 1e-10}).x
damping_shift = -width**2 / (8 * E_cold)
assert abs((peak - E_cold) / damping_shift - 1) < 0.02
broadening = 0.1 * width / 100  # eV/K, assumed 10 percent per 100 K
damping_rate = -width * broadening / (4 * E_cold)


# Polarizable ion cores
def core_epsilon(n):
    return 1 + 4 * np.pi * (n / 3) * core_polarizability / BOHR**3


eps_core = core_epsilon(n0)
E_core = E_free / np.sqrt(eps_core)
rate_core = -1.5 * alpha0 * E_core / eps_core
core_up = long_wave(n_up, background=core_epsilon(n_up))
core_down = long_wave(n_down, background=core_epsilon(n_down))
rate_core_num = (core_up - core_down) * HARTREE / (2 * step)
assert abs(rate_core_num / rate_core - 1) < 1e-3

# Film clamped in its plane: minimum of elastic energy, strains in 1e-6 per K
lame = poisson_ratio / ((1 + poisson_ratio) * (1 - 2 * poisson_ratio))
shear = 1 / (2 * (1 + poisson_ratio))


def elastic_energy(normal_strain):
    e = np.array([alpha_substrate * 1e6, alpha_substrate * 1e6,
                  normal_strain]) - alpha0 * 1e6
    return lame / 2 * e.sum() ** 2 + shear * np.sum(e**2)


normal = minimize_scalar(elastic_energy).x
volume_numeric = (2 * alpha_substrate * 1e6 + normal) * 1e-6
volume_clamped = (alpha0 + 2 * alpha_substrate + 2 * poisson_ratio
                  * (alpha0 - alpha_substrate) / (1 - poisson_ratio))
assert abs(volume_numeric / volume_clamped - 1) < 1e-5
rate_clamped = -0.5 * volume_clamped * E_cold
film_stress = (young / (1 - poisson_ratio)
               * (alpha0 - alpha_substrate) * 100 * 1e3)  # MPa for 100 K

# Scale of the lattice-potential effect, from Debye vibrations
mass = atomic_mass * const.atomic_mass
omega_D = const.k * debye_temperature / const.hbar


def mean_square(T):
    """Mean square displacement along one axis, angstrom^2."""
    def integrand(x):
        if x == 0:
            return 2 * T / debye_temperature
        return x / np.tanh(x * debye_temperature / (2 * T))
    return (3 * const.hbar / (2 * mass * omega_D)
            * quad(integrand, 0, 1)[0] * 1e20)


u2_slope = (mean_square(T_ref + 5) - mean_square(T_ref - 5)) / 10
u2_classical = 3 * const.k / (mass * omega_D**2) * 1e20
assert abs(u2_slope / u2_classical - 1) < 0.08
G111_squared = 3 * (2 * np.pi / lattice) ** 2
deficit = E_core - E_cold
lattice_scale = deficit * G111_squared * u2_slope


def show(label, value, unit, form=".4f"):
    print(f"{label}: {value:{form}} {unit}")


show("Lattice parameter (rough)", lattice, "angstrom", ".2f")
show("Expansion coefficient at 300 K (rough)", alpha0 * 1e6, "1e-6/K", ".1f")
show("Growth of expansion coefficient (rough)", alpha1 * 1e8, "1e-8/K^2", ".1f")
show("Electron density", n0 / BOHR**3, "1/angstrom^3")
show("Electron density", n0, "atomic units", ".5f")
show("Free-electron plasmon, formula", E_free, "eV")
show("Free-electron plasmon, Lindhard", E_lindhard, "eV")
show("Lindhard shift, 20 to 200 nodes", mesh_shift, "eV", ".1e")
show("Free-electron rate, formula", rate_free * 1e3, "meV/K")
show("Free-electron rate, Lindhard", rate_numeric * 1e3, "meV/K")
show("Rate for the 15.0 eV line", rate * 1e3, "meV/K")
show("Relative rate", -1.5 * alpha0 * 1e6, "1e-6/K", ".1f")
show("Fermi energy", fermi * HARTREE, "eV", ".2f")
show("Wave number for dispersion", q_example, "1/angstrom", ".2f")
show("Dispersion offset, formula", dispersion * 1e3, "meV", ".2f")
show("Dispersion offset, Lindhard", dispersion_num * 1e3, "meV", ".2f")
show("Drift of dispersion offset", drift_q * 1e3, "meV/K", ".1e")
show("Electron-heating drift at this q", heating_rate * 1e3, "meV/K", ".1e")
show("Hot-electron test, kT/E_F", kT_test / fermi, "(no unit)", ".2f")
show("Hot-electron dispersion gain, Lindhard", heated_gain * 100, "%", ".3f")
show("Hot-electron dispersion gain, formula", gain_formula * 100, "%", ".3f")
show("Cold line reading", E_cold, "eV", ".3f")
show("Hot line reading", E_hot, "eV", ".3f")
show("Temperature rise, linear rule", rise_linear, "K", ".2f")
show("Temperature rise, logarithmic rule", rise_log, "K", ".2f")
show("Temperature rise, growing alpha", rise_full, "K", ".2f")
show("Hot temperature, growing alpha", T_ref + rise_full, "K", ".1f")
show("Peak width (rough)", width, "eV", ".2f")
show("Counts per peak", counts, "counts", ".1e")
show("Centre error of one spectrum", sigma_line * 1e3, "meV", ".3f")
show("Temperature error of a pair, formula", sigma_T, "K", ".2f")
show("Temperature error of a pair, simulated", rises.std(ddof=1), "K", ".2f")
show("Mean simulated rise, constant alpha", rises.mean(), "K", ".2f")
show("Number of simulated pairs", pairs, "pairs", "d")
show("Damping shift of maximum, formula", damping_shift * 1e3, "meV", ".3f")
show("Damping shift of maximum, numerical", (peak - E_cold) * 1e3, "meV", ".3f")
show("Assumed broadening rate", broadening * 1e3, "meV/K", ".2f")
show("Resulting damping drift", damping_rate * 1e3, "meV/K", ".4f")
show("Core polarizability (rough)", core_polarizability, "angstrom^3", ".2f")
show("Core dielectric constant", eps_core, "(no unit)")
show("Plasmon with polarizable cores", E_core, "eV", ".3f")
show("Rate with polarizable cores", rate_core * 1e3, "meV/K")
show("Substrate expansion (rough)", alpha_substrate * 1e6, "1e-6/K", ".1f")
show("Poisson ratio (rough)", poisson_ratio, "(no unit)", ".2f")
show("Young modulus (rough)", young, "GPa", ".0f")
show("Free volume expansion", 3 * alpha0 * 1e6, "1e-6/K", ".1f")
show("Clamped volume expansion", volume_clamped * 1e6, "1e-6/K", ".1f")
show("Rate for clamped film", rate_clamped * 1e3, "meV/K")
show("Elastic film stress for 100 K rise", film_stress, "MPa", ".0f")
show("Debye temperature (rough)", debye_temperature, "K", ".0f")
show("Vibration slope", u2_slope * 1e5, "1e-5 angstrom^2/K", ".2f")
show("Squared 111 lattice wave number", G111_squared, "1/angstrom^2", ".2f")
show("Energy deficit left after cores", deficit, "eV", ".3f")
show("Lattice-potential scale, sign open", lattice_scale * 1e3, "meV/K", ".3f")
show("That scale relative to main rate", 100 * lattice_scale / abs(rate), "%", ".0f")
print("finished without a failed check")
```

Running it gives:

```
Lattice parameter (rough): 4.05 angstrom
Expansion coefficient at 300 K (rough): 23.0 1e-6/K
Growth of expansion coefficient (rough): 1.2 1e-8/K^2
Electron density: 0.1806 1/angstrom^3
Electron density: 0.02677 atomic units
Free-electron plasmon, formula: 15.7821 eV
Free-electron plasmon, Lindhard: 15.7821 eV
Lindhard shift, 20 to 200 nodes: 3.6e-14 eV
Free-electron rate, formula: -0.5445 meV/K
Free-electron rate, Lindhard: -0.5445 meV/K
Rate for the 15.0 eV line: -0.5175 meV/K
Relative rate: -34.5 1e-6/K
Fermi energy: 11.65 eV
Wave number for dispersion: 0.10 1/angstrom
Dispersion offset, formula: 33.76 meV
Dispersion offset, Lindhard: 33.80 meV
Drift of dispersion offset: -3.9e-04 meV/K
Electron-heating drift at this q: 4.6e-06 meV/K
Hot-electron test, kT/E_F: 0.05 (no unit)
Hot-electron dispersion gain, Lindhard: 1.027 %
Hot-electron dispersion gain, formula: 1.028 %
Cold line reading: 15.000 eV
Hot line reading: 14.950 eV
Temperature rise, linear rule: 96.62 K
Temperature rise, logarithmic rule: 96.78 K
Temperature rise, growing alpha: 94.45 K
Hot temperature, growing alpha: 394.5 K
Peak width (rough): 0.50 eV
Counts per peak: 1.0e+06 counts
Centre error of one spectrum: 0.354 meV
Temperature error of a pair, formula: 0.97 K
Temperature error of a pair, simulated: 0.96 K
Mean simulated rise, constant alpha: 96.85 K
Number of simulated pairs: 400 pairs
Damping shift of maximum, formula: -2.083 meV
Damping shift of maximum, numerical: -2.083 meV
Assumed broadening rate: 0.50 meV/K
Resulting damping drift: -0.0042 meV/K
Core polarizability (rough): 0.04 angstrom^3
Core dielectric constant: 1.0303 (no unit)
Plasmon with polarizable cores: 15.549 eV
Rate with polarizable cores: -0.5207 meV/K
Substrate expansion (rough): 3.0 1e-6/K
Poisson ratio (rough): 0.35 (no unit)
Young modulus (rough): 70 GPa
Free volume expansion: 69.0 1e-6/K
Clamped volume expansion: 50.5 1e-6/K
Rate for clamped film: -0.3790 meV/K
Elastic film stress for 100 K rise: 215 MPa
Debye temperature (rough): 400 K
Vibration slope: 3.21 1e-5 angstrom^2/K
Squared 111 lattice wave number: 7.22 1/angstrom^2
Energy deficit left after cores: 0.549 eV
Lattice-potential scale, sign open: 0.127 meV/K
That scale relative to main rate: 25 %
finished without a failed check
```
